# Terms of p³ and d³ from the table of M_L and M_S: a numerical check

```python
# Result under test: the terms of three equivalent electrons are
#   p^3: 4S 2D 2P (20 states)
#   d^3: 4F 4P 2H 2G 2F 2D 2D 2P (120 states),
# and the two 2D terms of d^3 can be chosen with and without a 1S pair.
# N[ML, 2MS] = number of determinants with given ML and MS.
# k(L,S) = number of terms with quantum numbers L and S.
# P+ = sum_m (-1)^m a+(m,up) a+(-m,down) creates a pair of electrons.
# Angular momenta are in units of hbar.
from itertools import combinations
from collections import Counter
from math import comb
import numpy as np
from scipy.linalg import null_space

LETTERS = "SPDFGHIKLMN"


def spin_orbitals(l):
    return [(m, s) for s in (1, -1) for m in range(l, -l - 1, -1)]


def generating_table(l, n):
    """Coefficient of t^n in the product of (1 + t x^m y^(2ms))."""
    poly = Counter({(0, 0, 0): 1})
    for m, s in spin_orbitals(l):
        new = Counter(poly)
        for (k, ml, ms), c in poly.items():
            if k < n:
                new[k + 1, ml + m, ms + s] += c
        poly = new
    return Counter({(ml, ms): c for (k, ml, ms), c in poly.items() if k == n})


def terms_from_table(N, l, n):
    found = {}
    for two_s in range(n, -1, -2):
        for L in range(n * l, -1, -1):
            k = (N[L, two_s] - N[L + 1, two_s]
                 - N[L, two_s + 2] + N[L + 1, two_s + 2])
            assert k >= 0
            if k:
                found[L, two_s] = k
    return found


def ordered(indices):
    """Sorted determinant and permutation sign; sign 0 if one repeats."""
    if len(set(indices)) < len(indices):
        return None, 0
    swaps = sum(a > b for a, b in combinations(indices, 2))
    return tuple(sorted(indices)), (-1) ** swaps


def operators(l, n):
    """Determinants and matrices of L+, S+, L^2, S^2, with ML and 2MS."""
    orbs = spin_orbitals(l)
    where = {o: i for i, o in enumerate(orbs)}
    dets = list(combinations(range(len(orbs)), n))
    pos = {d: i for i, d in enumerate(dets)}
    Lp = np.zeros((len(dets), len(dets)))
    Sp = np.zeros_like(Lp)
    for col, det in enumerate(dets):
        for p, o in enumerate(det):
            m, s = orbs[o]
            moves = []
            if m < l:
                amp = np.sqrt(l * (l + 1) - m * (m + 1))
                moves.append((Lp, (m + 1, s), amp))
            if s == -1:
                moves.append((Sp, (m, 1), 1.0))
            for matrix, target, amp in moves:
                trial = list(det)
                trial[p] = where[target]
                new, sign = ordered(trial)
                if sign:
                    matrix[pos[new], col] += sign * amp
    ML = np.array([sum(orbs[o][0] for o in d) for d in dets])
    MS2 = np.array([sum(orbs[o][1] for o in d) for d in dets])
    L2 = Lp.T @ Lp + np.diag(ML * (ML + 1.0))
    S2 = Sp.T @ Sp + np.diag(MS2 / 2 * (MS2 / 2 + 1))
    return dets, pos, Lp, Sp, L2, S2, ML, MS2


def name(L, two_s):
    return f"{two_s + 1}{LETTERS[L]}"


results = {}
for l, shell in ((1, "p^3"), (2, "d^3")):
    n = 3
    N = generating_table(l, n)
    terms = terms_from_table(N, l, n)
    dets, pos, Lp, Sp, L2, S2, ML, MS2 = operators(l, n)
    # table from the generating function against listed determinants
    listed = Counter(zip(ML.tolist(), MS2.tolist()))
    assert dict(N) == dict(listed)
    # terms from the table against the spectrum of L^2 and S^2
    assert np.allclose(L2 @ S2, S2 @ L2, atol=1e-10)
    spectrum = np.linalg.eigvalsh(L2 + 100 * S2)
    counted = 0
    for two_s in (1, 3):
        for L in range(3 * l + 1):
            value = L * (L + 1) + 100 * two_s / 2 * (two_s / 2 + 1)
            states = int(np.sum(abs(spectrum - value) < 1e-7))
            expected = terms.get((L, two_s), 0) * (2 * L + 1) * (two_s + 1)
            assert states == expected
            counted += states
    assert counted == len(dets) == comb(2 * (2 * l + 1), n)
    results[shell] = terms

    print(f"{shell}: number of determinants = {len(dets)} states")
    print("  ML   N(MS=1/2)   N(MS=3/2)   difference (states)")
    top = max(L for L, _ in terms)
    for M in range(top, -1, -1):
        print(f"  {M}    {N[M, 1]:5d}       {N[M, 3]:5d}"
              f"       {N[M, 1] - N[M, 3]:5d}")
    print("  term   occurrences   states in all")
    total = 0
    for (L, two_s), k in terms.items():
        g = k * (2 * L + 1) * (two_s + 1)
        total += g
        print(f"  {name(L, two_s)}     {k:5d}        {g:5d}")
    print(f"  sum over terms = {total} states")

assert results["p^3"] == {(0, 3): 1, (2, 1): 1, (1, 1): 1}
assert results["d^3"] == {(3, 3): 1, (1, 3): 1, (5, 1): 1, (4, 1): 1,
                          (3, 1): 1, (2, 1): 2, (1, 1): 1}
repeated = [t for t, k in results["d^3"].items() if k > 1]
assert repeated == [(2, 1)]

# The variables dets, pos, Lp, ... now belong to d^3.
orbs = spin_orbitals(2)
where = {o: i for i, o in enumerate(orbs)}

# The pair created by P+ is a 1S state of d^2.
dets2, pos2, _, _, L2_pair, S2_pair, _, _ = operators(2, 2)
pair = np.zeros(len(dets2))
for m in range(-2, 3):
    new, sign = ordered([where[m, 1], where[-m, -1]])
    pair[pos2[new]] += sign * (-1) ** m
assert np.allclose(L2_pair @ pair, 0, atol=1e-10)
assert np.allclose(S2_pair @ pair, 0, atol=1e-10)

# P+ acting on one d electron, and the operator P+P in d^3.
create = np.zeros((len(dets), len(orbs)))
for o in range(len(orbs)):
    for m in range(-2, 3):
        new, sign = ordered([where[m, 1], where[-m, -1], o])
        if sign:
            create[pos[new], o] += sign * (-1) ** m
pair_operator = create @ create.T

# Solve L+ psi = 0 in the cell ML = 2, MS = 1/2.
cell = np.where((ML == 2) & (MS2 == 1))[0]
kernel = null_space(Lp[:, cell])
equations = np.linalg.matrix_rank(Lp[:, cell])
assert len(cell) == 6 and equations == 4 and kernel.shape[1] == 2
assert np.allclose(Sp[:, cell] @ kernel, 0, atol=1e-10)

# Hand solution of the equations, for two unrelated choices of a and f.
for a, f in ((1.0, 0.3), (-0.7, 2.0)):
    hand = np.array([a, -a, a + f, -a - 2 * f, -np.sqrt(6) * f / 2, f])
    assert np.allclose(Lp[:, cell] @ hand, 0, atol=1e-10)

# First state: pair plus electron (m=2, up). Second: orthogonal to it.
first = create[cell, where[2, 1]]
first = first / np.linalg.norm(first)
first *= np.sign(first[0])
overlap = kernel.T @ first
second = kernel @ np.array([-overlap[1], overlap[0]])
second *= np.sign(second[0]) / np.linalg.norm(second)
assert np.allclose(first, np.array([1, -1, 1, -1, 0, 0]) / 2)
assert np.allclose(
    second, np.array([3, -3, -1, 5, 2 * np.sqrt(6), -4]) / np.sqrt(84))

pair_values = []
for vector, expected in ((first, 4), (second, 0)):
    full = np.zeros(len(dets))
    full[cell] = vector
    assert np.allclose(L2 @ full, 6 * full, atol=1e-10)
    assert np.allclose(S2 @ full, 0.75 * full, atol=1e-10)
    assert np.allclose(pair_operator @ full, expected * full, atol=1e-10)
    pair_values.append(full @ pair_operator @ full)

print("repeated term in d^3:", name(*repeated[0]))
print(f"cell ML=2, MS=1/2: {len(cell)} determinants,"
      f" {equations} independent equations, {kernel.shape[1]} solutions")
print("  (up,up;down)   2D with 1S pair   2D without (amplitudes)")
for i, c in enumerate(cell):
    a, b, d = (orbs[o][0] for o in dets[c])
    label = f"({a},{b};{d})"
    print(f"  {label:12s}   {first[i] + 0.0:9.4f}         {second[i]:9.4f}")
print(f"eigenvalues of P+P (dimensionless): {pair_values[0]:.4f}"
      f" and {abs(pair_values[1]):.4f}")
print("all good")
```

Output:

```
p^3: number of determinants = 20 states
  ML   N(MS=1/2)   N(MS=3/2)   difference (states)
  2        1           0           1
  1        2           0           2
  0        3           1           2
  term   occurrences   states in all
  4S         1            4
  2D         1           10
  2P         1            6
  sum over terms = 20 states
d^3: number of determinants = 120 states
  ML   N(MS=1/2)   N(MS=3/2)   difference (states)
  5        1           0           1
  4        2           0           2
  3        4           1           3
  2        6           1           5
  1        8           2           6
  0        8           2           6
  term   occurrences   states in all
  4F         1           28
  4P         1           12
  2H         1           22
  2G         1           18
  2F         1           14
  2D         2           20
  2P         1            6
  sum over terms = 120 states
repeated term in d^3: 2D
cell ML=2, MS=1/2: 6 determinants, 4 independent equations, 2 solutions
  (up,up;down)   2D with 1S pair   2D without (amplitudes)
  (2,1;-1)          0.5000            0.3273
  (2,0;0)          -0.5000           -0.3273
  (2,-1;1)          0.5000           -0.1091
  (2,-2;2)         -0.5000            0.5455
  (1,0;1)           0.0000            0.5345
  (1,-1;2)          0.0000           -0.4364
eigenvalues of P+P (dimensionless): 4.0000 and 0.0000
all good
```
